# Darwin Lagrangian and vanishing odd orders from the time-symmetric two-charge action, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a charge at rest to an even expansion

### 1. One charge at rest

Place charge $e_2$ at rest at the origin and let charge $e_1$ follow a path $\mathbf x_1(t_1)$. In Gaussian units, with metric signature $(+,-,-,-)$, the time-symmetric Fokker-Tetrode interaction is

$$S_{\rm int}=-\frac{e_1e_2}{c}\int\!\!\int \delta\big((x_1-x_2)^2\big)\,dx_1\cdot dx_2 .\tag{1}$$

The pair is counted once, and neither charge acts on itself. Each worldline is parametrized by its own time, so that $dx_i=(c,\mathbf v_i)\,dt_i$ and

$$dx_1\cdot dx_2=(c^2-\mathbf v_1\cdot\mathbf v_2)\,dt_1dt_2 .$$

Here $\mathbf v_2=0$. With $\tau=t_1-t_2$ and $R=|\mathbf x_1(t_1)|$, the action becomes

$$S_{\rm int}=-e_1e_2\int dt_1\int dt_2\;c\,\delta(c^2\tau^2-R^2).$$

The argument of the delta function factors as $(c\tau-R)(c\tau+R)$. Near $c\tau=R$ the second factor equals $2R$, and near $c\tau=-R$ the first equals $-2R$. Since $\delta(ky)=\delta(y)/|k|$,

$$c\,\delta(c^2\tau^2-R^2)=\frac{\delta(\tau-R/c)+\delta(\tau+R/c)}{2R}.\tag{2}$$

Both roots contribute $1/(2R)$ to the integral over $t_2$. One lies earlier than $t_1$ by the light travel time, the other later by the same amount. The result is

$$S_{\rm int}=-\int\frac{e_1e_2}{R}\,dt_1 ,$$

which is minus the time integral of the Coulomb energy. This fixes the sign and the factor in (1). No power of $1/c$ appears, because a resting charge looks the same at both times.

### 2. A charge in uniform motion

Now let charge 2 move with constant velocity $\mathbf w$, slower than light, while charge 1 moves in any way slower than light. Write $\varepsilon=1/c$. Let $\mathbf X=\mathbf x_1(t_1)-\mathbf x_2(t_1)$ be the separation at equal times and $\mathbf R=\mathbf x_1(t_1)-\mathbf x_2(t_2)$ the separation at the two times joined by light. For the earlier root $t_2=t_1-\varepsilon R$, charge 2 was displaced by $-\varepsilon R\,\mathbf w$, so

$$\mathbf R=\mathbf X+\varepsilon R\,\mathbf w .$$

The factorization (2) still holds on the roots, but $R$ now depends on $t_2$. In $\delta(t_1-t_2-\varepsilon R)$ the argument has the derivative $-1-\varepsilon\,\partial R/\partial t_2$ with respect to $t_2$. Since $\partial R/\partial t_2=-\mathbf R\cdot\mathbf w/R$, its magnitude is $1-\varepsilon\mathbf R\cdot\mathbf w/R$. Twice the contribution of the earlier root is therefore

$$\lambda=\frac{1-\varepsilon^2\mathbf v_1\cdot\mathbf w}{q},\qquad q=R-\varepsilon\,\mathbf R\cdot\mathbf w .$$

To find $q$, square the relation for $\mathbf R$:

$$R^2(1-\varepsilon^2w^2)-2\varepsilon R\,\mathbf X\cdot\mathbf w-X^2=0 .$$

The positive solution satisfies

$$R(1-\varepsilon^2w^2)=\varepsilon\,\mathbf X\cdot\mathbf w+\sqrt{X^2(1-\varepsilon^2w^2)+\varepsilon^2(\mathbf X\cdot\mathbf w)^2}.$$

Inserting $\mathbf R$ in $q$ gives $q=R(1-\varepsilon^2w^2)-\varepsilon\,\mathbf X\cdot\mathbf w$, and hence

$$q=\sqrt{X^2(1-\varepsilon^2w^2)+\varepsilon^2(\mathbf X\cdot\mathbf w)^2}.\tag{3}$$

The term linear in $\varepsilon$ has cancelled. The later root follows from $\varepsilon\to-\varepsilon$ and gives the same $\lambda$. For a uniformly moving source the retarded contribution is thus even in $1/c$ by itself. An odd term needs an accelerated source.

With $\mathbf n=\mathbf X/X$, expansion of $1/q$ gives the second-order coefficient

$$\frac{w^2-(\mathbf n\cdot\mathbf w)^2}{2X}-\frac{\mathbf v_1\cdot\mathbf w}{X}.\tag{4}$$

This is not symmetric in the two velocities. The cause is the use of $t_1$ as the remaining time label. A total time derivative will restore the symmetry in the second half.

### 3. An accelerated charge: an odd term and its cancellation

Put charge 1 at rest. Let charge 2 approach it along a straight line, with speed $u$ and constant acceleration $g$ toward charge 1 near the time $t_1$. Let $R_0$ be the distance at $t_1$. At the earlier time $t_1-\tau$ the distance was

$$R=R_0+u\tau-\tfrac12 g\tau^2,\qquad \tau=\varepsilon R,$$

and the speed of approach was $u-g\tau$. The denominator is

$$q=R\,[1-\varepsilon(u-g\varepsilon R)]=R-\varepsilon uR+\varepsilon^2gR^2 .$$

The distance equation gives $R-\varepsilon uR=R_0-\tfrac12\varepsilon^2gR^2$, so $q=R_0+\tfrac12\varepsilon^2gR^2$. To first order $R=R_0(1+\varepsilon u)$, and therefore

$$q=R_0+\tfrac12\varepsilon^2gR_0^2(1+2\varepsilon u)+O(\varepsilon^4),$$

$$\frac1q=\frac1{R_0}-\frac g2\,\varepsilon^2-ug\,\varepsilon^3+O(\varepsilon^4).$$

The retarded contribution has a third-order term, $-ug\,\varepsilon^3$. For the later root the light delay changes sign, $\tau=-\varepsilon R$. The same algebra holds with $\varepsilon$ replaced by $-\varepsilon$, and the third-order term becomes $+ug\,\varepsilon^3$. The half-sum keeps $1/R_0-g\varepsilon^2/2$ and loses the odd term. The general argument uses this same exchange of roots.

### 4. Arbitrary worldlines

Let both worldlines be smooth and independent of $c$, with speeds bounded below a number smaller than $c$ and with $R>0$ throughout. For fixed $t_1$ define

$$R(t_1,t_2)=|\mathbf x_1(t_1)-\mathbf x_2(t_2)|,\qquad \mathbf n=\mathbf R/R .$$

There is one earlier root. The function $c(t_1-t_2)-R$ equals $-R<0$ at $t_2=t_1$. Its derivative with respect to $t_2$ is $-c+\mathbf n\cdot\mathbf v_2<0$, so it grows steadily toward the past. It reaches zero because $R$ grows more slowly than the light distance. The mirrored argument gives one later root.

Equation (2) again applies on the two roots, with the variable $R(t_1,t_2)$ in its delta functions. Integration over $t_2$ yields

$$S_{\rm int}=-e_1e_2\int D\,dt_1,\qquad D=\tfrac12[\lambda(\varepsilon)+\lambda(-\varepsilon)],\tag{5}$$

$$\lambda(\varepsilon)=\left.\frac{1-\varepsilon^2\mathbf v_1(t_1)\cdot\mathbf v_2(t_2)}{R-\varepsilon\,\mathbf R\cdot\mathbf v_2(t_2)}\right|_{t_2=t_1-\varepsilon R(t_1,t_2)} .\tag{6}$$

For $\varepsilon>0$, $\lambda(\varepsilon)$ comes from the earlier root. Reversing the sign of $\varepsilon$ turns the root condition into $t_2=t_1+|\varepsilon|R$, which selects the later root. The same reversal changes the sign in the denominator, as the derivative of $\delta(t_1-t_2+|\varepsilon|R)$ requires.

A power series needs smoothness at $\varepsilon=0$. Consider

$$F(t_2,\varepsilon)=t_2+\varepsilon R(t_1,t_2)-t_1 .$$

At $\varepsilon=0$ its root is $t_2=t_1$, and there $\partial F/\partial t_2=1$. The implicit function theorem gives a root $t_2(\varepsilon)$ that is smooth through $\varepsilon=0$. Since the denominator in (6) equals $R>0$ at that point, $\lambda$ is smooth too. Write its Taylor series as $\lambda\sim\sum_n\lambda_n\varepsilon^n$. Then

$$D\sim\sum_n\frac{1+(-1)^n}{2}\,\lambda_n\varepsilon^n=\lambda_0+\lambda_2\varepsilon^2+\lambda_4\varepsilon^4+\cdots .\tag{7}$$

Every odd coefficient is zero at each time $t_1$. The cancellation uses no equation of motion, no integration by parts and no special symmetry of the paths. It is a property of the symmetric kernel, and the separate numbers $\lambda_3,\lambda_5,\ldots$ need not vanish.

The sign $\sim$ means an asymptotic series: after a finite number of terms the error is of the order of the next even power as $\varepsilon\to0$. Convergence of the infinite series is not claimed. The worldlines are held fixed while $\varepsilon$ changes. Paths that themselves contained odd powers of $1/c$ would bring those powers back when inserted.

### 5. The coefficients

It is convenient to separate the time in the delta function from the time in $R$. Keep $\mathbf x_1$ and $\mathbf v_1$ fixed at $t_1$, write $R(t_2)$ for the distance, and for a smooth function $G(t_2)$ define

$$I[G](s,\varepsilon)=\int G(t_2)\,\delta\big(s-t_2-\varepsilon R(t_2)\big)\,dt_2 .$$

Let $u(s,\varepsilon)$ be the root of $u+\varepsilon R(u)=s$. Differentiating this equation first with respect to $s$ and then with respect to $\varepsilon$ gives

$$\partial_su=\frac1{1+\varepsilon R'(u)},\qquad \partial_\varepsilon u=-\frac{R(u)}{1+\varepsilon R'(u)}=-R(u)\,\partial_su .$$

The delta function contributes the factor $\partial_su$, so $I[G]=G(u)\,\partial_su=\partial_s\Gamma(u)$, where $\Gamma'=G$. Therefore

$$\partial_\varepsilon I[G]=\partial_s\big(G(u)\,\partial_\varepsilon u\big)=-\partial_s\big(G(u)R(u)\,\partial_su\big)=-\partial_sI[GR].$$

Each derivative with respect to $\varepsilon$ thus inserts one factor $R$ and one factor $-\partial_s$. After $n$ steps,

$$\partial_\varepsilon^nI[G]=(-\partial_s)^nI[GR^n].$$

At $\varepsilon=0$ the root is $u=s$, so $I[GR^n]=G(s)R(s)^n$. Hence

$$I[G]\sim\sum_{n\ge0}\frac{(-\varepsilon)^n}{n!}\,\frac{d^n}{ds^n}\big[G(s)R(s)^n\big].\tag{8}$$

In the present problem $\lambda=I[1/R]-\varepsilon^2I[\mathbf v_1\cdot\mathbf v_2/R]$ at $s=t_1$. Let $\partial_2$ be the derivative with respect to $t_2$ at fixed $t_1$. The explicit $\varepsilon^2$ shifts the index of the second series by two, which leaves its sign factor unchanged, since $(-1)^{n-2}=(-1)^n$:

$$\lambda_n=(-1)^n\left\{\frac{\partial_2^nR^{n-1}}{n!}-\frac{\partial_2^{n-2}\big[\mathbf v_1\cdot\mathbf v_2\,R^{n-3}\big]}{(n-2)!}\right\}_{t_2=t_1}.\tag{9}$$

The second term is absent for $n<2$. The lowest cases are

$$\lambda_0=\frac1R,\qquad \lambda_1=-\partial_2(1)=0,\qquad \lambda_2=\tfrac12\partial_2^2R-\frac{\mathbf v_1\cdot\mathbf v_2}{R}.\tag{10}$$

The first-order term vanishes even for the retarded kernel, because the distance drops out before the derivative acts.

Two limits check (9). For a resting source all derivatives $\partial_2$ vanish, and $1/R$ remains. For the straight approach of section 3, $\partial_2^2R=-g$ and $\mathbf v_1=0$, so $\lambda_2=-g/2$. At third order $R^2$ is needed. With $R=R_0-uz-\tfrac12gz^2$ and $z=t_2-t_1$, the cubic term of $R^2$ is $ugz^3$, so $\partial_2^3R^2=6ug$ and $\lambda_3=-ug$. Both agree with the direct calculation.

Equation (9) also shows when the expansion is useful. If the source motion changes over a time $T$, each derivative brings roughly a factor $1/T$, and each further order brings another factor $R$. The small quantities are $R/(cT)$ and the speeds divided by $c$. Slow charges far apart can still violate the first condition.

### 6. A nonplanar pair of paths

A check without special symmetry uses two smooth nonplanar paths in model units of length and time. The roots of $c^2\tau^2-R^2$ are found at positive values of $1/c$, and a polynomial with both odd and even powers is fitted to their total contribution. Evenness is therefore not built into the fit.

At the chosen instant $R=1.98454$, and the fitted zeroth coefficient is $0.503894=1/R$. The symmetric coefficients at orders two, four and six are $0.029630$, $0.004271$ and $-0.012008$. Those at orders one, three and five are zero to within $2\times10^{-15}$. The earlier root alone, counted with weight two, gives $-0.039683$ at third order and $-0.027314$ at fifth. All coefficients through order six passed a test against (9) with tolerance $10^{-7}$.

The sixth coefficient is larger in magnitude than the fourth. The coefficients need not decrease, and the smallness of successive terms has to come from the powers of $1/c$.

## Second half: the Darwin Lagrangian and its limits

The symbols carried over are $\varepsilon=1/c$, $\mathbf R=\mathbf x_1-\mathbf x_2$, $\mathbf n=\mathbf R/R$, and $\partial_1,\partial_2$ for derivatives with respect to the separate times $t_1,t_2$. Accelerations are $\mathbf a_i$, and a dot is a time derivative. The interaction is $S_{\rm int}=-e_1e_2\int D\,dt_1$ with $D=\tfrac12[\lambda(\varepsilon)+\lambda(-\varepsilon)]$, where $\lambda(\varepsilon)$ belongs to the earlier light-cone root. Thus $D\sim D_0+D_2\varepsilon^2+D_4\varepsilon^4+\cdots$, with $D_0=1/R$ and $D_2=\tfrac12\partial_2^2R-\mathbf v_1\cdot\mathbf v_2/R$ at equal times.

### 7. Second order

From $R^2=\mathbf R\cdot\mathbf R$, with $\partial_1\mathbf R=\mathbf v_1$ and $\partial_2\mathbf R=-\mathbf v_2$,

$$\partial_1R=\mathbf n\cdot\mathbf v_1,\qquad \partial_2R=-\mathbf n\cdot\mathbf v_2 .$$

The unit vector changes with $t_1$ as

$$\partial_1\mathbf n=\frac{\mathbf v_1}{R}-\frac{\mathbf R}{R^2}\,\partial_1R=\frac{\mathbf v_1-\mathbf n(\mathbf n\cdot\mathbf v_1)}{R}.$$

Since $\mathbf v_2(t_2)$ does not depend on $t_1$,

$$\partial_1\partial_2R=-\frac{\mathbf v_1\cdot\mathbf v_2-(\mathbf n\cdot\mathbf v_1)(\mathbf n\cdot\mathbf v_2)}{R}.$$

When a function of two times is evaluated at $t_1=t_2=t$, its total derivative is $d/dt=\partial_1+\partial_2$. Applied to $\partial_2R$ this gives

$$\partial_2^2R=\frac{d}{dt}(\partial_2R)-\partial_1\partial_2R .$$

Insertion in $D_2$ yields

$$D_2=-\frac12\frac{d(\mathbf n\cdot\mathbf v_2)}{dt}+\frac{\mathbf v_1\cdot\mathbf v_2-(\mathbf n\cdot\mathbf v_1)(\mathbf n\cdot\mathbf v_2)}{2R}-\frac{\mathbf v_1\cdot\mathbf v_2}{R},$$

and, after the two terms in $\mathbf v_1\cdot\mathbf v_2$ are combined,

$$D_2=-\frac{\mathbf v_1\cdot\mathbf v_2+(\mathbf n\cdot\mathbf v_1)(\mathbf n\cdot\mathbf v_2)}{2R}-\frac12\frac{d(\mathbf n\cdot\mathbf v_2)}{dt}.\tag{11}$$

The first part is symmetric under exchange of the charges, since $\mathbf n$ changes sign twice. The total derivative holds the asymmetry and the acceleration $\mathbf a_2$.

For constant $\mathbf v_2=\mathbf w$ the last term of (11) is

$$-\frac12\frac{d(\mathbf n\cdot\mathbf w)}{dt}=\frac{w^2-\mathbf v_1\cdot\mathbf w+(\mathbf n\cdot\mathbf v_1)(\mathbf n\cdot\mathbf w)-(\mathbf n\cdot\mathbf w)^2}{2R}.$$

Adding the first part cancels the product $(\mathbf n\cdot\mathbf v_1)(\mathbf n\cdot\mathbf w)$ and recovers (4).

For the nonplanar paths, $\mathbf v_1\cdot\mathbf v_2=0.032177$, $\mathbf n\cdot\mathbf v_1=0.135236$ and $\mathbf n\cdot\mathbf v_2=0.112364$. The first part of (11) is

$$-\frac{0.032177+0.135236\times0.112364}{2\times1.98454}=-0.011935 .$$

The total derivative contributes $0.041565$, and the sum is $0.029630$, the coefficient found from the roots. At this instant the discarded derivative is larger than the Darwin part. It is dropped because it does not affect the equations of motion.

On given smooth paths the time-symmetric interaction of two charges contains only even powers of $1/c$, and its second-order term is a symmetric part plus a total time derivative. It remains to show that this derivative may be dropped, which gives the Darwin Lagrangian, and to compare the result with retarded forces and with a circular pair.
